Dopant concentration during one-pass freezing of a thin melt

**Question**

A laser pulse melts the surface layer of a doped crystal. The melt then freezes once, from its bottom towards the surface, with a flat front. Let f be the fraction of the melt that has frozen, C_L the dopant concentration in the liquid and C_S the concentration in the solid that is forming at the front. The partition coefficient is

k = C_S/C_L = 0.8,

with C_L taken at the front. At the start, f = 0, the whole liquid has the uniform concentration C0.

In parts (a) to (c) the freezing is ideal, which means four things. The liquid is perfectly mixed at every moment. Dopant does not move in the solid once it has frozen. The coefficient k is constant. No dopant enters the melt or escapes from it, except into the growing solid.

Concentrations are counted per host atom and then converted to cm⁻³ at the density of the solid. Depths and the fraction f are counted in the same way, so that a change of density on melting does not enter the balance.

**(a)** Derive C_S as a function of f, k and C0.

**(b)** Show that the solid forming at 90 percent frozen contains about 1.27 times the initial liquid concentration. Find also the liquid concentration and the mean concentration of all the solid frozen so far, and show that the dopant is fully accounted for.

**(c)** At what frozen fraction does the new solid first reach C0? Discuss the limits k → 1 and f → 1, and find how sensitive the result of (b) is to a small change in k.

**(d)** A boron-doped silicon layer is melted to a depth L = 100 nm. The dose in the melt is 1 × 10¹⁵ cm⁻², the liquid diffusivity is D = 1 × 10⁻⁴ cm²/s and the front speed is v = 3 m/s. These are rough typical values. Find the ideal concentration at 90 percent frozen, and decide whether the assumption of perfect mixing is justified if diffusion is the only means of mixing.

**(e)** For slow freezing, find the first correction to the ideal law caused by finite diffusion in the liquid. How slow must the front of part (d) be for the ideal result at f = 0.9 to be accurate to one percent?

**(f)** Estimate the effect on the result of a raised partition coefficient, of diffusion in the solid and of the change of density on melting.

**Model answers**

**(a) The freezing law**

Take the total volume of the melt as 1. When a fraction f has frozen, the liquid has volume 1 − f and contains the amount of dopant

A = C_L (1 − f).

Let a further thin slice df freeze. Its concentration is C_S = k C_L, so it removes the amount k C_L df from the liquid. No other process changes A, and therefore

dA = −k C_L df.

The minus sign records that the liquid loses what the solid gains. Perfect mixing allows C_L to be replaced by the mean concentration of the liquid, A/(1 − f):

dA/A = −k df/(1 − f).

The integral of −df/(1 − f) from 0 to f is ln(1 − f). At f = 0 the liquid volume is 1 and its concentration is C0, so A = C0 there. Integration gives

ln(A/C0) = k ln(1 − f),

A = C0 (1 − f)ᵏ.

Division by the liquid volume gives the liquid concentration, and multiplication by k gives that of the new solid:

C_L = C0 (1 − f)ᵏ⁻¹,

C_S = k C0 (1 − f)ᵏ⁻¹.

For k < 1 the exponent k − 1 is negative, so both concentrations rise as freezing proceeds. Each slice of solid takes less dopant than the liquid it replaces contained. The remainder stays in a shrinking volume of liquid and enriches it, and the enriched liquid then forms richer solid.

**(b) The concentrations at 90 percent frozen**

With k = 0.8 and f = 0.9, the remaining liquid fraction is 1 − f = 0.1 and the exponent is k − 1 = −0.2. Hence

C_L/C0 = 0.1⁻⁰·² = 10⁰·² = 1.585,

C_S/C0 = 0.8 × 1.585 = 1.268.

This is the required factor of about 1.27. It belongs to the thin slice of solid that forms at the moment when 90 percent has frozen. The liquid beside that slice is richer, at 1.585 C0.

The solid as a whole is different again. Its dopant content is the integral of C_S over the frozen fraction. An antiderivative of k C0 (1 − f)ᵏ⁻¹ is −C0 (1 − f)ᵏ, so the integral from 0 to f equals

C0 [1 − (1 − f)ᵏ].

Division by the frozen volume f gives the mean:

C_mean = C0 [1 − (1 − f)ᵏ]/f.

Here (1 − f)ᵏ = 0.1⁰·⁸ = 0.1585, so that

C_mean/C0 = (1 − 0.1585)/0.9 = 0.935.

The mean lies below C0 because the early solid is poor in dopant. The first slice has only 0.8 C0.

For the account of the dopant, the amounts can be found from concentration times volume, in units of the initial total:

solid: 0.9 × 0.935 = 0.8415,

liquid: 0.1 × 1.585 = 0.1585.

Their sum is 1. The last tenth of the melt still holds about 16 percent of the dopant.

**(c) Crossing point, limits and sensitivity**

The new solid reaches C0 when

k (1 − f)ᵏ⁻¹ = 1.

Multiplying both sides by (1 − f)¹⁻ᵏ gives

(1 − f)¹⁻ᵏ = k,

and raising both sides to the power 1/(1 − k) gives

f = 1 − k^[1/(1 − k)].

For k = 0.8 the power is 1/0.2 = 5, so

f = 1 − 0.8⁵ = 0.672.

The first two thirds of the solid are therefore poorer than the initial liquid, and the last third is richer.

When k → 1 at fixed f < 1, the law gives C_S → C0. The solid then accepts dopant at the concentration of the liquid, and freezing causes no redistribution.

When f → 1 at fixed k between 0 and 1, the concentration grows without bound. The amount of dopant involved does not: the last fraction δ of the melt contains C0 δᵏ, which tends to zero with δ. The law thus conserves dopant, but it cannot describe the very last solid. A sufficiently concentrated liquid is no longer dilute, and a constant k is then no longer justified. For k = 0.8 the growth is slow, with C_L only about 4 C0 at 1 − f = 0.001. In a thin, dilute melt such as that of part (d), the liquid shrinks to a single atomic layer, where a continuous description ends, before it ceases to be dilute.

For the sensitivity, take the logarithm of the law,

ln(C_S/C0) = ln k + (k − 1) ln(1 − f),

and differentiate with respect to k at fixed f:

d ln C_S/dk = 1/k + ln(1 − f).

The first term is positive, because a larger k puts more of the present liquid's dopant into the solid. The second is negative, because a larger k has also removed more dopant from the liquid earlier. At k = 0.8 and f = 0.9 the sum is

1.25 − 2.30 = −1.05.

The earlier loss wins. An increase of k by 0.01 lowers the concentration at this point by about 1 percent of its value.

**(d) Boron in laser-melted silicon**

The initial concentration is the dose divided by the melt depth. With L = 100 nm = 1 × 10⁻⁵ cm,

C0 = (1 × 10¹⁵ cm⁻²)/(1 × 10⁻⁵ cm) = 1 × 10²⁰ cm⁻³.

Freezing starts at the bottom, so at f = 0.9 the front is 0.1 × 100 nm = 10 nm below the surface. The ideal law predicts there

C_S = 1.27 × 10²⁰ cm⁻³.

Perfect mixing requires dopant rejected at the front to spread through the liquid in a time much shorter than the freezing time. With v = 300 cm/s, the two times are

freezing: L/v = (1 × 10⁻⁵ cm)/(300 cm/s) = 33 ns,

diffusion: L²/D = (1 × 10⁻¹⁰ cm²)/(1 × 10⁻⁴ cm²/s) = 1000 ns.

Their ratio is the dimensionless number

P = (L²/D)/(L/v) = vL/D = 30.

Mixing by diffusion would need P to be small. Here it is large, and the assumption is not justified.

What happens instead follows from the balance at the front. In a time dt the front advances by v dt. The liquid it consumes had the concentration C_F, the value at the front, while the solid accepts only k C_F. The difference must diffuse into the liquid ahead:

−D ∂C/∂z = v (1 − k) C_F at z = 0,

where z is the distance ahead of the front. In a deep melt the profile can become steady as seen from the front. In that frame the liquid flows towards the front at speed v, and the steady balance of diffusion and flow is

D d²C/dz² + v dC/dz = 0.

The solution that tends to C0 far ahead is

C = C0 + B exp(−vz/D).

Its slope at the front is −vB/D and its front value is C_F = C0 + B. The front condition becomes

vB = v (1 − k)(C0 + B),

from which kB = (1 − k) C0, so that B = (1 − k) C0/k. Therefore

C_F = C0/k and C_S = k C_F = C0.

In the steady state the solid takes the concentration of the distant liquid, whatever the value of k. The rejected dopant is carried along in a thin layer of thickness D/v = L/P = 3.3 nm.

Two lengths decide whether this state applies at f = 0.9. The layer contains the excess B D/v = (1 − k) C0 D/(kv) per unit area. This excess was supplied by the early solid, whose deficit is at first (1 − k) C0 per unit volume. The effective length of poor solid needed to fill the layer is the quotient, D/(kv) = 4.2 nm, which is much less than the 90 nm already frozen. The liquid that remains is 10 nm thick, or three layer thicknesses, so the surface has hardly begun to disturb the layer.

A numerical solution of the diffusion equation in the shrinking liquid, divided into 400 cells and started from uniform C0, gives C_S/C0 = 1.00 at f = 0.9. This is 21 percent below the ideal value. For the stated melt, the model with diffusion therefore predicts about 1.0 × 10²⁰ cm⁻³ at this depth. The factor 1.27 is the well-mixed limit and should not be used as a prediction for this fast melt.

In a real implanted layer the dopant is not uniform at first. Under perfect mixing this would not matter, since the total alone enters the law. At P = 30 it does matter: unevenness left over from the implant can survive the freezing, and the value 1.00 holds for a uniform start.

**(e) Slow freezing with finite diffusion**

Measure length in units of L and time in units of L/v. The time elapsed is then f itself, and the liquid has length ℓ = 1 − f. Let s be the distance from the surface, so that the front is at s = ℓ. The diffusion equation becomes

∂C/∂f = (1/P) ∂²C/∂s².

No dopant crosses the surface, so ∂C/∂s = 0 at s = 0.

Let m = A/ℓ be the mean liquid concentration. The amount removed by the solid is governed by the front value, not by the mean:

dA/df = −k C_F.

For P ≪ 1 the liquid is nearly uniform, and C_F may be replaced by m wherever it multiplies a quantity already proportional to P. Since dℓ/df = −1, the mean rises at the rate

dm/df = (1/ℓ) dA/df + A/ℓ² ≈ (1 − k) m/ℓ.

To leading order every point of the liquid rises at this same rate. The diffusion equation then gives a constant curvature,

∂²C/∂s² = P (1 − k) m/ℓ.

Two integrations, with zero slope at the surface, give

C = C_surface + P (1 − k) m s²/(2ℓ).

The slope at s = ℓ is P(1 − k)m, which is the front condition of part (d) in the present units. The sign is positive because s increases towards the front.

The mean of s² over the liquid is ℓ²/3. The front value therefore exceeds the mean by

C_F − m = P (1 − k) m ℓ (1/2 − 1/6) = P (1 − k) m ℓ/3.

Insert this in the balance for A:

(1/A) dA/df = −k/(1 − f) − k (1 − k) P/3.

The factor ℓ has cancelled in the last term, which is constant. Integration from A = C0 gives

A = C0 (1 − f)ᵏ exp[−k (1 − k) P f/3].

The new solid has C_S = k C_F = k (A/ℓ)[1 + P (1 − k)(1 − f)/3]. Expanding the exponential to first order in P and keeping first-order terms in the product gives

C_S ≈ k C0 (1 − f)ᵏ⁻¹ {1 + (1 − k) P [(1 − f) − k f]/3}.

The two terms in the square bracket have opposite signs. Dopant piled up at the front enriches the solid now forming, which gives the term 1 − f. The same pile-up has enriched the earlier solid and left less dopant in the liquid, which gives −k f. The second effect is the larger one late in the freezing.

The parabolic profile needs a short time to form, of order P in units of f. During that time the front value is wrong by an amount of order P, so the resulting error in A is of order P² and does not affect the first correction. The formula applies for P ≪ 1 and after this initial stage.

At f = 0.9 and k = 0.8 the relative correction is

(0.2/3)(0.1 − 0.72) P = −0.0413 P.

For P = 0.1 this is −0.413 percent. The numerical solution, with 200 cells, gives −0.409 percent and C_S/C0 = 1.263.

An error of one percent corresponds to

P = 0.01/0.0413 = 0.242.

With the depth and diffusivity of part (d) held fixed, the front speed is

v = PD/L = 0.242 × (1 × 10⁻⁴ cm²/s)/(1 × 10⁻⁵ cm) = 2.4 cm/s.

The melt would then take L/v = 4.1 μs to freeze. The numerical solution at this speed lies 0.97 percent below the ideal law, close to the intended one percent. The front of part (d) is more than a hundred times faster.

**(f) Other neglected effects**

A fast front gives dopant atoms less time to escape into the liquid, which can raise k towards 1. Suppose first that k becomes 0.85, a small rise chosen for illustration and not a measured value. With perfect mixing retained, the law gives

C_S/C0 = 0.85 × 10⁰·¹⁵ = 1.20,

which is about 5 percent below 1.27. This agrees with the sensitivity found in (c): a change of 0.05 times −1.05 is −5 percent. In the steady state of part (d), by contrast, C_S = C0 for any k, so the change would not alter the steady value.

The real rise at 3 m/s may be much larger. A common model of this trapping is k(v) = (k₀ + v/v_D)/(1 + v/v_D), with k₀ = 0.8 and v_D a speed characteristic of the interface. The value 0.85 corresponds to v_D = 9 m/s. With v_D = 1 m/s the model gives k = 0.95 and an ideal C_S/C0 of 1.07, which is 16 percent below 1.27.

For diffusion in the hot solid, take the rough value D_s = 5 × 10⁻¹¹ cm²/s just below the melting point. During the 33 ns of freezing, dopant spreads over a distance of about

2 √(D_s t) = 2 √(5 × 10⁻¹¹ × 3.33 × 10⁻⁸) cm = 0.026 nm.

This is negligible beside the 10 nm between the front and the surface at f = 0.9.

Silicon is less dense as a solid than as a liquid, with a density ratio of roughly 0.91. Counting per host atom removes this ratio from the ideal law. If instead C_S is the number of dopant atoms per cm³ of actual solid, and C0 the number per cm³ of actual liquid, the same physical state has the ratio

1.268 × 0.91 = 1.15.

The difference is one of definition and not a loss of dopant, but it is as large as 9 percent and the convention must be stated with the number. The ratio does enter the diffusion problem, where parts (d) and (e) neglected it. With L and v counted at the density of the solid, the actual liquid depth and the rate at which it is consumed are each smaller by the factor 0.91, so P is multiplied by 0.91² = 0.83. In part (d) P becomes 25 and C_S/C0 stays at 1.00, while the speed found in part (e) rises from 2.4 to 2.9 cm/s.

For the melt of part (d), started uniform and with k held at 0.8, the failure of perfect mixing removes nearly all of the enrichment at 90 percent frozen. A value of k raised close to 1 would remove most of it even under perfect mixing, so which cause dominates in real silicon depends on k at this front speed. Either way the new solid is close to C0. Diffusion in the solid leaves the result essentially unchanged.

Numerical values quoted here were computed with a short program.
